# Does a lighter effective mass lower the ballistic contact resistivity limit?

**The argument under review**

The author considers a metal contact to an n-type semiconductor with one isotropic conduction valley and asks how low its resistivity can go when no electron is scattered back. The reasoning is: "Electrons reach the contact at the Fermi velocity \(v_F=\hbar k_F/m\). At a given density \(k_F\) is fixed, so a lighter mass means faster electrons and more current per volt. Replacing a valley of mass \(0.20\,m_0\) by one of mass \(0.043\,m_0\) at the same density must therefore lower the ballistic limit by a factor \(0.20/0.043\approx4.7\). That contacts to light-mass material have lower resistivity supports this."

The statement about \(v_F\) is correct. The conclusion needs a second quantity, the number of extra electrons that a small voltage sends towards the contact, and the argument does not examine it.

**What the limit is**

Let current flow along \(x\). Each reservoir fills the states that leave it, up to its own electrochemical potential, and the voltage \(V\) is measured between the reservoirs. The limit assumes that every semiconductor mode is fully transmitted. A measurement that extrapolates the bulk resistance to the contact and subtracts it uses a different voltage, and for a fully transmitting contact it can give a value below this limit. I begin at zero temperature, with spin degeneracy two and energies measured from the band edge.

The number of electrons per area and time sent towards the contact by a semiconductor filled to \(\mu\) is

\[
J(\mu)=2\int_{v_x>0,\;E<\mu}\frac{d^3k}{(2\pi)^3}\,v_x ,\qquad v_x=\frac1\hbar\frac{\partial E}{\partial k_x}.
\]

At equal electrochemical potentials the opposite flow cancels this one. Raising one reservoir by \(eV\) leaves a net current of magnitude

\[
\frac IA=e\,[J(\mu+eV)-J(\mu)]\approx e^2V\,\frac{dJ}{d\mu},
\qquad\text{so}\qquad \frac GA=e^2\frac{dJ}{d\mu}.
\]

Now fix the transverse wavevector \(\mathbf k_\parallel\) and integrate over \(k_x\) first. For an isotropic band whose energy rises with \(|\mathbf k|\), the states with \(v_x>0\) run from \(k_x=0\) to the Fermi surface, where \(E=\mu\). The velocity is a derivative with respect to \(k_x\), so it integrates to an energy difference:

\[
\int v_x\,dk_x=\frac{1}{\hbar}\left[\mu-E(0,\mathbf k_\parallel)\right].
\]

Hence

\[
J=\frac{2}{(2\pi)^3\hbar}\int_{S}d^2k_\parallel\,\left[\mu-E(0,\mathbf k_\parallel)\right],
\]

where \(S\) is the Fermi surface projected onto the contact plane. When \(\mu\) changes, the edge of \(S\) moves too, but the bracket is zero there, so the moving edge contributes nothing at first order. Writing \(S\) also for the projected area, and using \(\hbar=h/2\pi\),

\[
\frac GA=\frac{2e^2S}{(2\pi)^3\hbar}=\frac{2e^2}{h}\,M,\qquad M=\frac{S}{4\pi^2}.
\]

\(M\) is the number of transverse modes per area and per spin: in a periodic cross-section of side \(L\), each mode occupies an area \((2\pi/L)^2\) of the \(\mathbf k_\parallel\) plane.

For a sphere \(S=\pi k_F^2\). The density is twice the sphere's volume divided by \((2\pi)^3\):

\[
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.
\]

Therefore

\[
\frac GA=\frac{2e^2}{h}\,\frac{k_F^2}{4\pi}=\frac{2e^2}{h}\,\frac{(3\pi^2n)^{2/3}}{4\pi}.
\]

This is the Sharvin conductance per area. The mass has dropped out, and the band need not be parabolic. At fixed density the size of the Fermi sphere is fixed, and the limit counts the modes in its shadow on the contact plane.

**Where the argument loses a factor**

The same result can be written in terms of the velocity the author had in mind. The density of states at the Fermi level, with both spins, is

\[
D=\frac{dn}{dE}=\frac{k_F^2}{\pi^2}\frac{dk}{dE}=\frac{k_F^2}{\pi^2\hbar v_F}.
\]

A small voltage adds \(D\,eV\) electrons per volume if all directions are filled. Half of them move towards the contact, with mean normal velocity \(v_F/2\), which gives the factor \(1/4\) in

\[
\frac GA=\frac{e^2Dv_F}{4}=\frac{e^2k_F^2}{4\pi^2\hbar}=\frac{2e^2}{h}\frac{k_F^2}{4\pi}.
\]

A lighter mass makes the electrons faster, but fewer of them are added per volt, in the same proportion.

Take the author's two masses at \(n=10^{19}\ \mathrm{cm^{-3}}=0.01\ \mathrm{nm^{-3}}\). Then \(k_F=0.6665\ \mathrm{nm^{-1}}\) for both, and

\[
M=\frac{(0.6665)^2}{4\pi}=0.03535\ \mathrm{nm^{-2}},
\]

\[
\frac GA=(7.748\times10^{-5}\ \mathrm S)(0.03535\ \mathrm{nm^{-2}})=2.74\times10^{8}\ \mathrm{S\,cm^{-2}}.
\]

The inverse is the resistivity limit, \(3.65\times10^{-9}\ \Omega\,\mathrm{cm^2}\).

| Mass (\(m_0\)) | \(E_F\) (eV) | \(v_F\) (\(10^6\) m/s) | \(D\) (eV⁻¹ nm⁻³) |
|---|---|---|---|
| 0.043 | 0.394 | 1.794 | 0.0381 |
| 0.200 | 0.085 | 0.386 | 0.1773 |

The velocity falls by 4.65 from the first row to the second, and the density of states rises by 4.65. Integrating the injected current numerically for each mass, with the Fermi level found from the density, gives the same limit in both cases.

**The author must say what is held fixed**

If the Fermi energy is fixed instead of the density, \(k_F^2=2mE_F/\hbar^2\) for a parabolic band and

\[
M=\frac{mE_F}{2\pi\hbar^2}.
\]

The lighter valley now has fewer modes. At \(E_F=0.1\) eV the values are 0.0090 and 0.0418 nm⁻², so the light valley's limit is 4.65 times higher, the reverse of the author's claim. The densities then differ as \(m^{3/2}\).

**Anisotropy is a true exception**

For an ellipsoidal valley with masses \(m_x,m_y,m_z\) along the axes, the Fermi surface has semi-axes \(k_i=a\sqrt{m_i}\) with a common factor \(a\). Let \(k_0=(3\pi^2n)^{1/3}\) and \(m_d=(m_xm_ym_z)^{1/3}\). Fixed density requires \(k_xk_yk_z=k_0^3\), hence \(a^3m_d^{3/2}=k_0^3\) and \(a=k_0/\sqrt{m_d}\). The projected area is \(\pi k_yk_z\), so

\[
M_x=\frac{k_yk_z}{4\pi}=\frac{k_0^2}{4\pi}\,\frac{\sqrt{m_ym_z}}{m_d}
=\frac{k_0^2}{4\pi}\sqrt{\frac{m_d}{m_x}},
\]

where the last step uses \(m_ym_z=m_d^3/m_x\). Multiplying all three masses by one number changes nothing. Reducing \(m_x\) alone does help: since \(m_d\propto m_x^{1/3}\), \(M_x\propto m_x^{-1/3}\), and halving \(m_x\) multiplies the modes by 1.26. The Fermi surface shrinks along the current and, to keep its volume, widens across it.

The number of valleys matters as well. If \(g\) equivalent isotropic valleys share the density, each has \((n/g)^{2/3}\) in place of \(n^{2/3}\), and the total is larger by \(g\,g^{-2/3}=g^{1/3}\).

Silicon shows both effects. With rough masses \(m_l=0.92\,m_0\) and \(m_t=0.19\,m_0\), and current along a cube axis, two valleys have their long axis along the current and four have it across. Their factors \(\sqrt{m_d/m_x}\) are 0.591 and 1.301. Relative to one isotropic valley of the same total density,

\[
6^{1/3}\,\frac{2(0.591)+4(1.301)}{6}=1.817\times1.064=1.93 .
\]

At \(3\times10^{20}\ \mathrm{cm^{-3}}\) the zero-temperature limit is \(1.96\times10^{-10}\ \Omega\,\mathrm{cm^2}\) for these silicon ellipsoids and \(3.78\times10^{-10}\ \Omega\,\mathrm{cm^2}\) for the single ideal valley, however light. Most of the gain comes from the valley count. At this density the ellipsoids fill to about 0.15 eV above the valley minimum, slightly past the energy (roughly 0.13 eV) at which neighbouring valleys join at the zone boundary. Constant masses are then only approximate: a two-band \(\mathbf k\cdot\mathbf p\) model that couples the valleys at the zone boundary lowers the factor from 1.93 to about 1.82 and raises the limit by about 6 per cent, to \(2.1\times10^{-10}\ \Omega\,\mathrm{cm^2}\).

**Temperature brings back a weaker mass dependence**

At temperature \(T\) the modes are averaged over energy with weight \(-\partial f/\partial E\), where \(f\) is the Fermi function. For a parabolic isotropic valley \(M(E)=mE/(2\pi\hbar^2)\), and integration by parts gives

\[
M(T)=\frac{m}{2\pi\hbar^2}\int_0^\infty f\,dE=\frac{mk_BT}{2\pi\hbar^2}\ln\left(1+e^{\mu/k_BT}\right).
\]

When \(\mu\gg k_BT\) the logarithm is \(\mu/k_BT\), so \(M(T)/M(0)\approx\mu/E_F\). Fixed density requires, to leading order in temperature,

\[
\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{k_BT}{\mu}\right)^2\right]=E_F^{3/2},
\]

and taking the power \(2/3\) gives

\[
\frac{M(T)}{M(0)}\approx1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2 .
\]

The lighter valley has the larger \(E_F\) and loses less. At 300 K this expansion gives 0.996 and 0.923; the full integrals give 0.996 and 0.926, and the limits are \(3.66\times10^{-9}\) and \(3.94\times10^{-9}\ \Omega\,\mathrm{cm^2}\). The light valley's resistivity limit is 7 per cent below the heavy valley's, far from a factor 4.7.

In the opposite, nondegenerate limit, \(M=(mk_BT/2\pi\hbar^2)e^{\mu/k_BT}\) and \(n=2(mk_BT/2\pi\hbar^2)^{3/2}e^{\mu/k_BT}\). Eliminating the exponential,

\[
M=\frac n2\sqrt{\frac{2\pi\hbar^2}{mk_BT}},\qquad
\frac GA=\frac{2e^2}{h}M=\frac{ne^2}{\sqrt{2\pi mk_BT}} .
\]

Here \(dn/d\mu=n/k_BT\) contains no mass, so nothing cancels the velocity. Even so the gain is a square root: \(\sqrt{0.20/0.043}=2.16\), as found at \(10^{14}\ \mathrm{cm^{-3}}\) and 300 K.

This gain belongs to the fully transmitting limit. If electrons must instead pass over a thick barrier whose top lies a fixed energy \(\phi\gg k_BT\) above the Fermi level, only states above the top count, and \(\mu\) in the exponential for \(M\) is replaced by \(-\phi\). Neglecting tunnelling and reflection above the barrier, the conductance is then proportional to \(m\), and the lighter valley does worse. Tunnelling favours the lighter mass, so heavier doping, which thins the barrier, can reverse this order. With the metal and depletion barrier of the next section, and \(\phi\) of 0.2 to 0.4 eV, the heavy valley conducts only about twice as well at \(10^{16}\ \mathrm{cm^{-3}}\), not 4.65 times. The two are comparable near \(10^{17}\ \mathrm{cm^{-3}}\), and the light valley is more than five times better at \(10^{18}\ \mathrm{cm^{-3}}\).

**The supporting observation concerns transmission**

A contact with a lower resistivity need not have a lower limit. Its modes may simply be transmitted better, and transmission does depend on mass.

Consider first an abrupt interface without a barrier. With conserved \(\mathbf k_\parallel\) and continuity of \(\psi\) and \(\psi'/m\), an incident wave of unit amplitude obeys \(1+r=t\) and \(v_1(1-r)=v_2t\), where \(v_1,v_2\) are the normal velocities in semiconductor and metal. Thus \(t=2v_1/(v_1+v_2)\), and the transmitted fraction of the current is

\[
\mathcal T=\frac{v_2}{v_1}t^2=\frac{4v_1v_2}{(v_1+v_2)^2}.
\]

For a free-electron metal with \(k_F=12\ \mathrm{nm^{-1}}\), the Fermi velocities, in units of \(\hbar/m_0\) times \(1\ \mathrm{nm^{-1}}\), are 12 in the metal, \(0.6665/0.043=15.5\) in the light valley and 3.3 in the heavy one. The light valley is the better match, and the transmissions averaged over modes at zero temperature are 0.94 and 0.51. This advantage belongs to the pair of materials: at normal incidence, a mass so light that \(v_1\) far exceeds \(v_2\) would again reflect strongly.

Now add a Schottky barrier 0.20 eV above the Fermi level, holding density, barrier height, relative permittivity (14) and temperature (300 K) fixed. In the depletion approximation the band edge is \(U(x)=U_0(1-x/W)^2\), with \(U_0=0.20\ \mathrm{eV}+\mu\). Poisson's equation with a uniform donor charge density \(en\) gives \(U''=e^2n/(\varepsilon_r\varepsilon_0)\), and equating this to \(2U_0/W^2\) gives \(W=\sqrt{2\varepsilon_r\varepsilon_0U_0/(e^2n)}\), which is 9.57 nm for the light valley and 6.55 nm for the heavy one. An electron at energy \(\mu\) and normal incidence must tunnel where \(U>\mu\), over a thickness \(W(1-\sqrt{\mu/U_0})\):

- Light valley: \(9.57\,(1-\sqrt{0.392/0.592})\approx1.8\) nm.
- Heavy valley: \(6.55\,(1-\sqrt{0.077/0.277})\approx3.1\) nm.

The decay constant \(\sqrt{2m(U-\mu)}/\hbar\) is also larger for the heavy mass. Solving the wave equation, including the metal and the thermal spread of energies, gives \(2.6\times10^{-8}\) and \(1.7\times10^{-7}\ \Omega\,\mathrm{cm^2}\). Of this ratio of 6.8, a factor 1.08 comes from the 300 K limits and 6.3 from transmission. The depletion approximation is rough at this density: electrons remain wherever \(U<\mu\), and their charge weakens the field and thickens both barriers, so this approximation by itself underestimates both resistivities. Including the local electron charge in Poisson's equation gives \(3.8\times10^{-8}\) and \(2.7\times10^{-7}\ \Omega\,\mathrm{cm^2}\), a ratio of 7.1. Image-force lowering, also left out, acts the other way: a classical image potential cut off at 0.1 nm lowers the barrier top by about 0.1 eV, reduces the resistivities by about a sixth and a third, and brings the ratio to between 5 and 6. The author's observation is still compatible with a limit that hardly moves.

**Relation to real contacts**

The light valley roughly represents n-type InGaAs. Its band is not parabolic: with a rough nonparabolicity of \(1.2\ \mathrm{eV^{-1}}\), \(E_F\) drops from 0.39 to 0.29 eV and \(v_F\) from \(1.79\times10^6\) to \(1.06\times10^6\) m/s, while the zero-temperature limit stays at \(3.65\times10^{-9}\ \Omega\,\mathrm{cm^2}\). With the higher L valleys placed roughly 0.5 eV above the band edge, they hold about \(4\times10^{-4}\) of the electrons at 300 K, a share that runs from \(6\times10^{-5}\) to \(2\times10^{-3}\) as the offset goes from 0.55 to 0.46 eV. Doping heavier than \(10^{19}\ \mathrm{cm^{-3}}\) would raise the Fermi level towards those valleys; at \(5\times10^{19}\ \mathrm{cm^{-3}}\) the same rough model puts about a third of the electrons in them, and the one-valley assumption fails. The assumption that fails most here is full transmission: the model barrier raises the resistivity sevenfold above the 300 K limit, and between about six- and elevenfold when the electron charge, the image force or the nonparabolicity is included. That figure is a size, not a prediction, since the barrier calculation uses parabolic bands and the depletion approximation, and omits image-force lowering, disorder and the metal's real band structure. The mass of 0.20 is a hypothetical comparison. The numerical output below lists the values for both valleys.

**Requested correction**

The claim should be replaced by this one: at fixed density and zero temperature, the ballistic limit of a single isotropic valley does not depend on its mass. If the author wishes to recommend a light-mass semiconductor, the case should rest on transmission through a stated barrier into a stated metal, on a small mass along the current in an anisotropic valley, or, for a nearly fully transmitting contact at densities low enough to be nondegenerate, on the square-root gain found above. The last case is of little use for low-resistance contacts: the light valley's limit is \(1.2\times10^{-4}\ \Omega\,\mathrm{cm^2}\) at \(10^{14}\ \mathrm{cm^{-3}}\) and \(1.3\times10^{-7}\ \Omega\,\mathrm{cm^2}\) at \(10^{17}\ \mathrm{cm^{-3}}\), the gain is down to 1.56 at \(10^{18}\ \mathrm{cm^{-3}}\), and even the barrier-free interface above transmits only 0.64 and 0.39 of the current at \(10^{14}\ \mathrm{cm^{-3}}\).

## Computed results

```
density n = 1e+19 cm^-3; kF = 0.6665 1/nm
conductance quantum 2e^2/h = 7.74809e-05 S
modes per area and spin = 0.03535 1/nm^2
box of side 400 nm: counted 5649, formula 5656.2 modes
Sharvin G/A = 2.7390e+08 S/cm^2
resistivity limit, any isotropic mass = 3.6509e-09 ohm cm^2
--- isotropic parabolic mass 0.043 m0
E_F = 0.3936 eV; E_F/kT at 300 K = 15.23
v_F = 1.7944e+06 m/s; DOS = 0.03811 1/(eV nm^3)
limit from injected current = 3.6509e-09 ohm cm^2
modes at fixed E_F = 0.1 eV: 0.00898 1/nm^2
300 K: mu = 0.3922 eV; modes/zero-T modes = 0.9964
300 K limit = 3.6640e-09 ohm cm^2
no barrier, 0 K: mean transmission to metal = 0.9435
barrier: bending 0.5922 eV, depletion width 9.573 nm
300 K resistivity with barrier = 2.562e-08 ohm cm^2
300 K mean transmission with barrier = 0.1430
300 K, n = 1.0e+14 cm^-3: G/A = 8.0394e+03 S/cm^2
--- isotropic parabolic mass 0.200 m0
E_F = 0.0846 eV; E_F/kT at 300 K = 3.27
v_F = 3.8580e+05 m/s; DOS = 0.17725 1/(eV nm^3)
limit from injected current = 3.6509e-09 ohm cm^2
modes at fixed E_F = 0.1 eV: 0.04177 1/nm^2
300 K: mu = 0.0771 eV; modes/zero-T modes = 0.9262
300 K limit = 3.9417e-09 ohm cm^2
no barrier, 0 K: mean transmission to metal = 0.5107
barrier: bending 0.2771 eV, depletion width 6.548 nm
300 K resistivity with barrier = 1.730e-07 ohm cm^2
300 K mean transmission with barrier = 0.0228
300 K, n = 1.0e+14 cm^-3: G/A = 3.7279e+03 S/cm^2
--- comparisons and neglected effects
kT at 300 K = 0.02585 eV; barrier height = 0.20 eV; eps_r = 14.0
metal k_F = 12.0 1/nm; metal/semiconductor modes = 324.2
heavy/light resistivity with barrier = 6.75
heavy/light modes at fixed E_F = 4.651
light/heavy G/A in dilute limit = 2.157
nonparabolic alpha = 1.2 1/eV: E_F = 0.2916 eV
nonparabolic limit at 0 K = 3.6509e-09 ohm cm^2
nonparabolic 300 K modes/zero-T modes = 0.9897
L valleys: offset 0.50 eV, mass 0.29 m0, n_L/n = 4.24e-04
halving only m_x: modes multiplied by 1.2599
six isotropic valleys / one valley, same n: modes ratio = 1.8171
--- silicon: n = 3.00e+20 cm^-3, m_l = 0.92, m_t = 0.19 m0
density-of-states mass per valley = 0.3214 m0
valley factors: long axis 0.5911, short axis 1.3007
silicon limit at 0 K = 1.9555e-10 ohm cm^2
one isotropic valley, same n = 3.7814e-10 ohm cm^2
silicon/one-valley modes = 1.9337
silicon 300 K modes/zero-T modes = 0.9761
```
